# Cancelling the gate-side oxide field with trapped positive charge near silicon

## The problem

A silicon dioxide layer of thickness $d=100$ nm lies between a gate and silicon. The gate is positive, and the voltage across the oxide itself is held at $V=10$ V. Irradiation creates electron–hole pairs in the oxide. The electrons leave through the gate, while holes drift toward the silicon and some are trapped close to it. Treat the trapped holes as a uniform sheet of $N$ elementary charges $q$ per unit area, at distance $s=5$ nm from the silicon. There is no other charge in the oxide, and its relative permittivity is 3.9.

What density $N$ makes the field between the gate and the sheet vanish? Could an oxide hold that charge?

## A tempting solution

Before charging, the field is uniform:

$$\frac Vd=\frac{10\ \text{V}}{100\ \text{nm}}=1\ \text{MV/cm}.$$

By Gauss's law, the field changes by $qN/\varepsilon$ across a sheet of charge, where $\varepsilon$ is the oxide permittivity. To bring the field down from 1 MV/cm to zero, the sheet must produce a change of 1 MV/cm. Hence

$$\frac{qN_{\rm w}}{\varepsilon}=\frac Vd,\qquad N_{\rm w}=\frac{\varepsilon V}{qd}\approx2.2\times10^{12}\ \text{cm}^{-2}.$$

The subscript marks the wrong answer. The distance $s$ has not entered.

## Where it fails

Gauss's law fixes the difference between the fields on the two sides of the sheet, but neither field separately. The tempting solution sets the gate-side field to zero and silently leaves the silicon-side field at its old value of 1 MV/cm. The voltage across the oxide would then be

$$0\times95\ \text{nm}+1\ \text{MV/cm}\times5\ \text{nm}=0.5\ \text{V},$$

since 1 MV/cm equals 0.1 V/nm. The source holds this voltage at 10 V. It does so by moving charge between the gate and the silicon as the sheet builds up, and this changes the field on both sides. The missing condition is the fixed voltage.

## The right solution

Let $x$ run from the gate at $x=0$ to the silicon at $x=d$, and count a field as positive when it points from gate to silicon. Call the field $E_g$ between gate and sheet, and $E_s$ between sheet and silicon. Each is uniform, because there is no charge within either region.

Gauss's law for a flat box around the sheet says that the outward flux, $\varepsilon E_s$ on the right and $-\varepsilon E_g$ on the left, equals the enclosed charge:

$$E_s-E_g=\frac{qN}{\varepsilon}. \tag{1}$$

The voltage is the integral of the field across the oxide:

$$E_g(d-s)+E_s s=V. \tag{2}$$

Insert $E_s=E_g+qN/\varepsilon$ from (1) into (2). The terms in $E_g$ add up to $E_g(d-s)+E_gs=E_gd$, so

$$E_g d+\frac{qNs}{\varepsilon}=V,\qquad E_g=\frac Vd-\frac{qN}{\varepsilon}\frac sd. \tag{3}$$

Adding $qN/\varepsilon$ gives the other field:

$$E_s=\frac Vd+\frac{qN}{\varepsilon}\frac{d-s}{d}. \tag{4}$$

The sheet lowers the field on its gate side and raises it on its silicon side. Setting $E_g=0$ in (3) gives

$$\boxed{N^*=\frac{\varepsilon V}{qs}},\qquad E_s=\frac Vs. \tag{5}$$

The thickness $d$ has dropped out. With no field between gate and sheet, the sheet is at the gate potential, and the whole voltage falls across the strip of width $s$.

With $\varepsilon=3.453\times10^{-13}$ F/cm and $s=5\times10^{-7}$ cm,

$$qN^*=\frac{3.453\times10^{-13}\times10}{5\times10^{-7}}\ \text{C/cm}^2=6.91\ \mu\text{C/cm}^2.$$

Division by $q=1.602\times10^{-19}$ C gives

$$N^*=4.3\times10^{13}\ \text{cm}^{-2},\qquad E_s=\frac{10\ \text{V}}{5\ \text{nm}}=20\ \text{MV/cm}.$$

The tempting answer is too small by the factor $d/s=20$. Equation (3) shows why: a charge close to the silicon ends most of its field lines there, and only the fraction $s/d$ of its field acts on the gate side. At the density $N_{\rm w}$ the gate-side field would have fallen only from 1 to 0.95 MV/cm.

Two limits show the same thing. For $s\to d$ the sheet lies at the gate, where it replaces the gate's own charge, and $N^*$ becomes $N_{\rm w}$. For $s\to0$ the silicon screens the sheet completely, and no finite density cancels the gate-side field.

Below $N^*$, holes created on the gate side drift toward the sheet and can add to it. Above $N^*$ the field there is reversed: at $1.3N^*$ it is $-0.30$ MV/cm, and new holes drift to the gate. In this electrostatic model the field therefore opposes growth beyond $N^*$.

## Charge spread over a depth

Real traps do not lie in one plane. Let the charge density be $\rho(x)$, with total $qN=\int_0^d\rho\,dx$. The field at $x$ is its value at the gate plus the contribution of the charge passed on the way:

$$E(x)=E_g+\frac1\varepsilon\int_0^x\rho(x')\,dx'.$$

Integrate over the oxide. A charge at $x'$ contributes to the field at every $x$ from $x'$ to $d$, hence over a length $d-x'$:

$$V=E_gd+\frac1\varepsilon\int_0^d\rho(x')(d-x')\,dx'.$$

The last integral is $qN\bar s$, where $\bar s$ is the mean distance of the charge from the silicon. Therefore

$$E_g=\frac Vd-\frac{qN\bar s}{\varepsilon d},$$

which is (3) with $s$ replaced by $\bar s$. Here $E_g$ is the field at the gate. It extends inward as far as the oxide is free of charge.

Solving Poisson's equation numerically on a 0.1 nm grid tests this. The zero of the gate field was located for a sheet at 5 nm, for a uniform layer from 2 to 8 nm, and for a density that decays from the silicon with a length of 3 nm. In all three cases it agreed with $\varepsilon V/(q\bar s)$ to within one part in a million, with $\bar s$ taken from the charge as placed on the grid (3.05 nm for the decaying density, against 3 nm for the continuous profile).

At a fixed mean position, the width of the layer thus leaves the cancelling density unchanged. The mean position itself matters. At the same 10 V, a centroid at 3 nm requires $7.2\times10^{13}$ cm$^{-2}$, and one at 10 nm requires $2.2\times10^{13}$ cm$^{-2}$.

## Can the oxide hold this charge?

A first warning comes from the flat-band shift. Without trapped charge, the field at the silicon vanishes at zero oxide voltage. With the charge it vanishes at another oxide voltage $V_0$, which is therefore the shift. Replace $V$ by $V_0$ in (4) and set $E_s=0$:

$$V_0=-\frac{qN(d-s)}{\varepsilon}.$$

At $N=N^*$ we have $qN^*/\varepsilon=V/s$, so

$$V_0=-V\,\frac{d-s}{s}=-10\ \text{V}\times\frac{95}{5}=-190\ \text{V}.$$

A transistor with this charge would need a gate voltage near $-190$ V to remove the field at its silicon surface. The field between gate and sheet would then be $-20$ MV/cm, so this voltage measures the size of the charge and is not a bias the oxide could withstand.

The second warning is the field of 20 MV/cm. A rough breakdown field for silicon dioxide is $E_b=10$ MV/cm. To find the density at which the silicon-side field reaches this value, set $E_s=E_b$ in (4), multiply by $d$, and solve for $N$:

$$N_b=\frac{\varepsilon}{q}\,\frac{E_bd-V}{d-s}. \tag{6}$$

Here $E_bd=100$ V, so the fraction is $90\ \text{V}/95\ \text{nm}=9.47$ MV/cm, and $N_b=2.0\times10^{13}$ cm$^{-2}$. This is 47% of $N^*$. By (1), the field left on the gate side is $10-9.47=0.53$ MV/cm, still about half of its initial value.

Equation (5) also tells when cancellation keeps within the breakdown field: $V/s\le E_b$, or $s\ge V/E_b$. At 10 V the centroid must lie at least 10 nm from the silicon. With the centroid kept at 5 nm, the oxide voltage may not exceed 5 V. The figure for $E_b$ is rough, and a strip a few nanometres wide need not fail at the same field as a whole oxide. The current through the strip gives a separate reason to doubt that the charge can be held.

## Electrons tunnelling from the silicon

The strong field pulls electrons out of the silicon toward the trapped holes. Let the barrier height $\phi$, an energy, be measured from the Fermi level, and let $m$ be the electron mass in the oxide. Take the emitter as a zero-temperature electron gas with the free mass $m_0$.

An electron whose energy of motion along $x$ lies $w$ below the Fermi level meets the barrier $\phi+w-qE_sz$ at depth $z$ in the oxide. The barrier ends where this vanishes. In the WKB approximation the transmission is

$$T=\exp\left[-\frac2\hbar\int\sqrt{2m(\phi+w-qE_sz)}\,dz\right]
=\exp\left[-\frac{4\sqrt{2m}}{3\hbar qE_s}(\phi+w)^{3/2}\right],$$

because the integral of the square root gives $\tfrac23(\phi+w)^{3/2}/(qE_s)$.

Next count the electrons. With two spins, the current density is

$$J=q\int\frac{2\,d^3k}{(2\pi)^3}\,v_xT.$$

Along $x$, $v_x\,dk_x=dw/\hbar$ in magnitude. The sideways energy may range from 0 to $w$, which fills a disc of area $\pi k_t^2=2\pi m_0w/\hbar^2$ in the sideways wave vectors. Thus

$$J=\frac{2q}{8\pi^3\hbar}\int_0^\infty\frac{2\pi m_0w}{\hbar^2}\,T\,dw=\frac{qm_0}{2\pi^2\hbar^3}\int_0^\infty wT\,dw.$$

The upper limit may be taken as infinite because $T$ falls quickly with $w$. For the same reason expand $(\phi+w)^{3/2}\approx\phi^{3/2}+\tfrac32\phi^{1/2}w$. The transmission becomes

$$T\approx e^{-B/E_s}e^{-w/w_0},\qquad B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar q},\qquad w_0=\frac{\hbar qE_s}{2\sqrt{2m\phi}}.$$

Since $\int_0^\infty we^{-w/w_0}dw=w_0^2=\hbar^2q^2E_s^2/(8m\phi)$ and $\hbar=h/2\pi$,

$$J=AE_s^2e^{-B/E_s},\qquad A=\frac{q^3m_0}{16\pi^2\hbar m\phi}=\frac{q^3m_0}{8\pi hm\phi}. \tag{7}$$

This is the Fowler–Nordheim formula. Take $\phi=3.1$ eV and $m=0.42\,m_0$, which give $A=1.18\times10^{-6}$ A/V² and $B=242$ MV/cm. The value 3.1 eV is roughly the barrier above the silicon conduction-band edge. In the dense electron layer facing the sheet, the Fermi level lies several tenths of an eV above that edge, so the barrier measured from it is lower. Within this model, the lower barrier would raise the currents below about 40-fold at 20 MV/cm and about 100-fold at 10 MV/cm. The oxide mass, however, is an effective value fitted to measured currents with an assumed barrier, and such a fit already absorbs part of this lowering. The currents below are therefore estimates that may be off by one or two orders of magnitude, which the conclusion can bear. At 20 MV/cm the barrier at the Fermi level is $3.1\ \text{V}/(2\ \text{V/nm})=1.55$ nm wide. It ends well before the sheet at 5 nm, as the derivation requires. The current is

$$J=1.18\times10^{-6}\times(2\times10^7)^2\,e^{-12.08}\ \text{A/cm}^2\approx2.7\times10^3\ \text{A/cm}^2.$$

The straight-line expansion lies below the convex function $(\phi+w)^{3/2}$, so (7) overestimates the current of this barrier model. Compared with numerical integration over $w$, the excess is 8% at 20 MV/cm and 4% at 10 MV/cm.

At this current, as many electrons as there are trapped holes cross the strip in

$$t=\frac{qN^*}{J}=\frac{6.91\times10^{-6}\ \text{C/cm}^2}{2.7\times10^3\ \text{A/cm}^2}\approx2.6\ \text{ns}.$$

At the density $N_b$, where the field is 10 MV/cm, the current is $3.8\times10^{-3}$ A/cm² and the corresponding time is 0.86 ms. Not every electron is captured. If a fraction $p$ is, neutralisation at the initial rate takes $t/p$.

This must be compared with the time needed to build up the charge. A dose of 1 rad deposits 0.01 J/kg. With an oxide density of 2.2 g/cm³ and roughly 17 eV per pair, it creates $8.1\times10^{12}$ pairs per cm³. If every pair separates and every hole from the 95 nm on the gate side is trapped, the dose needed is

$$D_{\min}=\frac{4.31\times10^{13}}{8.08\times10^{12}\times95\times10^{-7}}\ \text{rad}\approx560\ \text{krad}.$$

This is a lower bound for supply from the gate side, since recombination and incomplete trapping raise it. At a chosen rate of 100 rad/s it takes 5600 s. For the sheet at $N^*$ to survive that long, $p$ would have to be below about $2.6\ \text{ns}/5600\ \text{s}\approx5\times10^{-13}$.

The lower density $N_b$ needs at least 47% of that dose, or about 2700 s, and the bound becomes $p\lesssim3\times10^{-7}$. For small $p$, each trapped hole presents a capture area $p/N$, here about $2\times10^{-20}$ cm². The cross-section of an atom is roughly $10^{-16}$ cm², and a trapped hole attracts electrons. So small a capture area is implausible, and neutralisation should hold the density below even $N_b$ at this dose rate. This last step is an estimate, since the capture probability has not been calculated.

## If 10 V is the gate bias

So far the 10 V were the oxide voltage. Suppose instead that they are applied between an n⁺ polysilicon gate and silicon whose surface electrons are connected to ground. When $E_g=0$ the gate has no surface charge and its bands are flat. Take its Fermi level at its conduction-band edge. All the charge that balances the sheet is then in the silicon, here taken as an electron layer of density $N$, with dopant charge neglected.

Let the conduction-band edge at the silicon surface lie an energy $\Delta$ below the grounded Fermi level. The edge in the gate lies $qV_G$ below it, where $V_G$ is the gate bias. The band steps at the two oxide faces are equal and cancel, so the oxide voltage is $V_G-\Delta/q$.

The field in the electron layer falls from $qN/\varepsilon_{\rm Si}$ at the surface to zero. Its average over the electrons is half the surface value, because the charge density is proportional to $dF/dz$ and $\int F\,dF=\tfrac12F_{\rm surface}^2$. Replace the well by a triangular one with this mean field $F=qN/(2\varepsilon_{\rm Si})$ and a hard wall at the oxide. The Schrödinger equation then has Airy-function solutions, and the first zero of the Airy function gives the lowest level

$$\mathcal E_0=2.338\left(\frac{\hbar^2q^2F^2}{2m_z}\right)^{1/3}.$$

If all electrons occupy this subband at zero temperature, they fill it up to $N\pi\hbar^2/(2m_t)$ above $\mathcal E_0$, the 2 counting the two lowest valleys. With $m_z=0.916\,m_0$, $m_t=0.19\,m_0$ and a silicon permittivity of 11.7, solve

$$N=\frac{\varepsilon}{qs}\left(V_G-\frac\Delta q\right),\qquad \Delta=\mathcal E_0+\frac{N\pi\hbar^2}{2m_t}$$

together. The level lies at 0.37 eV and the filling adds 0.25 eV, so about 0.6 V is lost in the silicon. The cancelling density falls by 6% relative to $N^*$, to about $4.0\times10^{13}$ cm$^{-2}$. The two separate energies are rough, because the field next to the oxide is twice the mean field and higher subbands are occupied too. Solving the Schrödinger and Poisson equations self-consistently moves the lowest level up to about 0.47 eV and leaves only about half of the electrons in it, while the total loss stays near 0.6 V. What matters here is the size of the total loss, between half a volt and one volt. Another gate material would add its own work-function difference.

## Beside a real oxide

An oxide of 100 nm at about 10 V is in the range of thick gate oxides in power transistors, and holes trapped within several nanometres of the silicon are a realistic case. The density $N^*$ is not typical: trapped-hole densities in irradiated oxides are roughly $10^{12}$ to $10^{13}$ cm$^{-2}$. Even at $10^{13}$ cm$^{-2}$, held at 5 nm with 10 V across the oxide, (3) and (4) leave a gate-side field of 0.77 MV/cm and give 5.4 MV/cm beside the silicon.

The assumption that a real device breaks is that the sheet stays in place while the field beside it grows without limit. The rough breakdown field alone cuts the attainable density to less than half of $N^*$. The smeared-out sheet is a smaller concern: at $N^*$ the mean spacing of the charges is 1.5 nm, less than their 5 nm distance from the silicon, although random clustering would still make the local field uneven.

The answer to the first question is therefore $4.3\times10^{13}$ cm$^{-2}$, and the estimates of breakdown and tunnelling make the answer to the second no for this geometry and voltage. The further values are in the numerical output.

## Numbers as computed

```
Oxide voltage: 10.0 V
Oxide thickness: 100 nm
Sheet distance from silicon: 5 nm
Relative permittivity, oxide: 3.9; silicon: 11.7
Oxide permittivity: 3.4531e-13 F/cm
Field before charging: 1.00 MV/cm
Cancelling density N*: 4.311e+13 cm^-2
Cancelling charge q N*: 6.906 uC/cm2
Gate-side field at N* (Poisson): 0.0000 MV/cm
Silicon-side field at N* (Poisson): 20.00 MV/cm
Gate-side field at N*/2: 0.500 MV/cm
Silicon-side field at N*/2: 10.50 MV/cm
Gate-side field at 1.3 N*: -0.300 MV/cm
Cancelling density for 3 nm distance: 7.184e+13 cm^-2
Cancelling density for 10 nm distance: 2.155e+13 cm^-2
Flat-band shift at N*: -190.0 V
Rough breakdown field: 10 MV/cm
Density at breakdown field: 2.042e+13 cm^-2
Its ratio to N*: 0.474
Gate-side field left then: 0.526 MV/cm
Barrier: 3.1 eV; oxide mass: 0.42 m0
Fowler-Nordheim A: 1.184e-06 A/V^2
Fowler-Nordheim B: 241.6 MV/cm
Tunnelling width at N*: 1.55 nm
Tunnel current at N*: 2.68e+03 A/cm2
Time to emit q N*: 2.57 ns
Tunnel current at breakdown field: 3.80e-03 A/cm2
Time to emit the charge held then: 0.86 ms
Formula/integral current at breakdown field: 1.040
Formula/integral current at N*: 1.077
Masses: normal 0.916 m0, in-plane 0.19 m0
Subband energy, 10 V gate bias: 0.37 eV
Subband filling, 10 V gate bias: 0.25 eV
Voltage lost in silicon: 0.63 V
Cancelling density, 10 V gate bias: 4.04e+13 cm^-2
Change from N*: -6.3 %
Mean spacing of charges at N*: 1.52 nm
Pair energy: 17 eV
Oxide density: 2.2 g/cm3
Pairs per dose: 8.08e+12 cm^-3 per rad
Least dose to reach N*: 562 krad
```
